# Misfit-volume strengthening of random alloys from optimal dislocation waviness

An edge dislocation lies along \(z\) in a random fcc alloy and glides along \(x\) on the plane \(y=0\). Each site independently holds species \(n\) with probability \(c_n\). Species \(n\) has misfit volume \(\Delta V_n\), measured from the average atomic volume, so \(\sum_n c_n\Delta V_n=0\), and the misfit-volume variance is

\[
v=\sum_n c_n\Delta V_n^2 .
\]

The line has tension \(\Gamma\) and Burgers length \(b\). The crystal is elastically isotropic with shear modulus \(\mu\) and Poisson ratio \(\nu\), and solutes act through their size alone. The aim is to find how the zero-temperature yield stress \(\tau_0\) and the zero-stress energy barrier \(\Delta E_b\) depend on \(v\) when \(\mu,\nu,b,\Gamma\) and the core structure are held fixed.

Numbers refer to a model alloy, not a named material: \(b=2.5\) Å, \(\mu=80\) GPa, \(\nu=0.3\), \(\Gamma=\mu b^2/8=0.390\) eV/Å, and four equally abundant species with \(\Delta V=-0.8,-0.4,0.2,1.0\) Å\(^3\). Hence \(v=(0.64+0.16+0.04+1.00)/4=0.46\) Å\(^6\).

**(a) What does a solute cost in the field of the dislocation?**

*Solution.* With \(r^2=x^2+y^2\), the displacements of a sharp edge dislocation are

\[
u_x=\frac{b}{2\pi}\Big[\arctan\frac yx+\frac{xy}{2(1-\nu)r^2}\Big],
\]
\[
u_y=-\frac{b}{2\pi}\Big[\frac{1-2\nu}{4(1-\nu)}\ln r^2+\frac{x^2-y^2}{4(1-\nu)r^2}\Big].
\]

Their derivatives are

\[
\partial_xu_x=\frac{by}{2\pi}\Big[-\frac1{r^2}+\frac{y^2-x^2}{2(1-\nu)r^4}\Big],
\]
\[
\partial_yu_y=\frac{by}{2\pi}\Big[-\frac{1-2\nu}{2(1-\nu)r^2}+\frac{2x^2}{2(1-\nu)r^4}\Big].
\]

In the sum, the \(r^{-4}\) terms combine to \(1/[2(1-\nu)r^2]\). The bracket becomes \([-1+\nu/(1-\nu)]/r^2\), so the dilatation is \(-b(1-2\nu)y/[2\pi(1-\nu)r^2]\). Multiplying by minus the bulk modulus, \(-2\mu(1+\nu)/[3(1-2\nu)]\), gives the pressure

\[
p=\frac{Ab\,y}{x^2+y^2},\qquad A=\frac{\mu(1+\nu)}{3\pi(1-\nu)} .
\]

It is compressive for \(y>0\), where the extra half-plane lies. Inserting a misfit volume against this pressure costs \(U=p\,\Delta V\).

The real core is spread out. Take two partials at \(x=\pm d/2\), each carrying edge content \(b/2\) with a Lorentzian profile of half-width \(\eta\). The Fourier transform of the Burgers density is

\[
\hat\rho(k)=b\cos(kd/2)\,e^{-\eta|k|}.
\]

That of \(y/(x^2+y^2)\) is \(\pi\,\mathrm{sgn}(y)e^{-|k||y|}\). A convolution multiplies transforms, so

\[
\hat p(k,y)=\pi A\,\mathrm{sgn}(y)\,e^{-|k||y|}\hat\rho(k).
\]

The example uses \(d=10b\) and \(\eta=b\), and has \(A=15.8\) GPa \(=0.0984\) eV/Å\(^3\).

**(b) A straight segment of length \(\zeta\) glides by \(w\). What is the variance of its solute energy change?**

*Solution.* The change is \(\sum_i\Delta V_i\,\Delta p_i\), with \(\Delta p=p(x-w,y)-p(x,y)\). Its mean vanishes because the mean misfit does. Since sites are independent, the cross terms vanish and the variance is \(v\sum_i\Delta p_i^2\). Replacing the sum by an integral with atom density \(n_{\rm at}=\sqrt2/b^3\) gives a variance \(\zeta S^2(w)\), where

\[
S^2=n_{\rm at}v\iint(\Delta p)^2\,dx\,dy .
\]

By Parseval's theorem, and with \(|e^{-ikw}-1|^2=2(1-\cos kw)\),

\[
\iint(\Delta p)^2dx\,dy=\int\!\frac{dk}{2\pi}\,\pi^2A^2|\hat\rho|^2\,2(1-\cos kw)\int\!dy\,e^{-2|k||y|}.
\]

The \(y\) integral is \(1/|k|\). The integrand is even in \(k\), so the result is \(2\pi A^2b^2J(w)\), with

\[
J=\int_0^\infty\frac{dk}{k}\,e^{-ak}\cos^2\!\frac{kd}2\,(1-\cos kw),\qquad a=2\eta .
\]

Differentiating with respect to \(\beta\), and using \(\int_0^\infty e^{-ak}\sin\beta k\,dk=\beta/(a^2+\beta^2)\), establishes

\[
\int_0^\infty\frac{dk}{k}e^{-ak}(\cos\alpha k-\cos\beta k)=\frac12\ln\frac{a^2+\beta^2}{a^2+\alpha^2}.
\]

Now write \(\cos^2(kd/2)=\frac12(1+\cos kd)\) and \(\cos kd\cos kw=\frac12[\cos k(d+w)+\cos k(d-w)]\). Then

\[
J=\frac14\ln\Big(1+\frac{w^2}{a^2}\Big)+\frac18\ln\frac{[a^2+(d+w)^2][a^2+(d-w)^2]}{(a^2+d^2)^2},
\]
\[
S^2=2\pi n_{\rm at}A^2b^2J(w)\,v .
\]

Thus \(S\propto v^{1/2}\) at fixed \(w\). At the optimum found in (d), a sum over discrete fcc sites gives an \(S\) 2.3% below this continuum value. The deficit depends on \(w\), so it also moves the optimum: with the discrete sum used throughout, the example gives \(w_c=9.1\) Å, \(\Delta E_b=0.80\) eV and \(\tau_0=95\) MPa in place of the continuum values 8.6 Å, 0.77 eV and 103 MPa found below. The dependence on \(v\) is unchanged.

**(c) The line may become wavy. Which segment length minimises its energy for a given amplitude \(w\)?**

*Solution.* Divide a line of length \(L\) into \(L/\zeta\) segments, each choosing the better of two positions a distance \(w\) apart. On average half of them shift. Half of the junctions then join unlike positions, and each such junction needs an incline. For small slope, an incline of length \(\zeta\) costs \(\frac12\Gamma(w/\zeta)^2\zeta=\Gamma w^2/(2\zeta)\).

The typical gain of a shifted segment is taken as the root-mean-square change \(\zeta^{1/2}S\). This is a statistical closure: it affects numerical prefactors and is not an exact average. The energy per length is

\[
\frac EL=\frac1{2\zeta}\Big[\frac{\Gamma w^2}{2\zeta}-\zeta^{1/2}S\Big]=\frac{\Gamma w^2}{4\zeta^2}-\frac{S}{2\zeta^{1/2}} .
\]

Setting the derivative to zero,

\[
-\frac{\Gamma w^2}{2\zeta^3}+\frac{S}{4\zeta^{3/2}}=0
\quad\Rightarrow\quad
\zeta_c=\Big(\frac{2\Gamma w^2}{S}\Big)^{2/3}.
\]

The derivative is negative below \(\zeta_c\) and positive above it, so this is the minimum. Short segments bend too much. Long ones average the solute fluctuations away, since the gain grows only as \(\zeta^{1/2}\).

From \(2\Gamma w^2=S\zeta_c^{3/2}\), the incline energy is \(\Gamma w^2/(2\zeta_c)=\frac14\zeta_c^{1/2}S\), one quarter of the pinning energy. Therefore

\[
\frac EL=-\frac38\frac{S}{\zeta_c^{1/2}}=-\frac38\frac{S^{4/3}}{(2\Gamma w^2)^{1/3}} .
\]

**(d) Which amplitude is best, and does it depend on \(v\)?**

*Solution.* The energy is lowest where \(S^{4/3}/w^{2/3}=(S^2/w)^{2/3}\) is largest. Since \(S^2\propto vJ\), this means maximising \(J/w\). The maximum satisfies the condition below; if there are several roots, \(w_c\) is the one with the largest \(J/w\):

\[
w_cJ'(w_c)=J(w_c),
\]
\[
J'=\frac{w}{2(a^2+w^2)}+\frac14\Big[\frac{d+w}{a^2+(d+w)^2}-\frac{d-w}{a^2+(d-w)^2}\Big].
\]

The variance has cancelled, so the core lengths \(a\) and \(d\) alone fix \(w_c\). A maximum at finite \(w\) exists because \(J\propto w^2\) at small \(w\) and grows only logarithmically at large \(w\).

For the example, \(w_c=8.59\) Å \(=3.44b\) and \(J=0.316\). A second minimum of the energy lies at \(w=16.8b\), with 0.854 of the depth of the first. The factor \(a^2+(d-w)^2\) in \(J\) is smallest at \(w=d\), which depresses \(J\) between the two minima.

**(e) Find the barrier and the yield stress.**

*Solution.* A second closure is needed for the hill ahead of a segment in its well. Let well and hill deviate independently from a common reference, each by a typical \(\zeta_c^{1/2}S\). Their difference is then typically \(\sqrt2\,\zeta_c^{1/2}S\). This exceeds the root-mean-square difference \(\zeta_c^{1/2}S\) that (b) gives for two arbitrary positions \(w_c\) apart. The larger value is an assumption, made because the well is a selected low position and the hill a high one; it affects the prefactor only. Assume also that the incline energy, \(\frac14\zeta_c^{1/2}S\), is returned as the segment advances. Then

\[
\Delta E_b=\kappa\,\zeta_c^{1/2}S=\kappa\,S^{2/3}(2\Gamma w_c^2)^{1/3},\qquad \kappa=\sqrt2-\tfrac14 .
\]

Model the landscape between well and hill as \(\frac12\Delta E_b[1-\cos(\pi x/w_c)]\). Its steepest slope is \(\pi\Delta E_b/(2w_c)\). A resolved shear stress \(\tau\) pushes the segment with force \(\tau b\zeta_c\), and the barrier disappears when the two are equal:

\[
\tau_0=\frac{\pi\,\Delta E_b}{2b\,\zeta_cw_c}
=\frac{\pi\kappa}{2}\,\frac{S^{4/3}}{b\,w_c(2\Gamma w_c^2)^{1/3}} .
\]

The last form uses \(\zeta_c^{-1/2}=(S/2\Gamma w_c^2)^{1/3}\). With \(S\propto v^{1/2}\) and \(w_c\) independent of \(v\),

\[
\boxed{\;\tau_0\propto v^{2/3},\qquad \Delta E_b\propto v^{1/3},\qquad \zeta_c\propto v^{-1/3}\;}
\]

Larger misfit raises the barrier but shortens the segment. The stress is proportional to \(\Delta E_b/\zeta_c\), so it gains one factor \(v^{1/3}\) from each.

**(f) Evaluate the example.**

*Solution.* In eV and Å,

\[
S^2=2\pi(0.0905)(0.0984)^2(2.5)^2(0.316)(0.46)\approx0.0050,
\]

so \(S=0.0708\) eV/Å\(^{1/2}\). Next,

\[
2\Gamma w_c^2=2(0.390)(8.594)^2\approx57.6\ \text{eV Å},
\]
\[
\zeta_c=(57.6/0.0708)^{2/3}\approx87\ \text{Å}.
\]

The pinning energy is \(\sqrt{87.2}\times0.0708=0.66\) eV, and

\[
\Delta E_b=1.164\times0.661=0.77\ \text{eV}=1.23\times10^{-19}\ \text{J},
\]
\[
\tau_0=\frac{\pi(0.769)}{2(2.5)(87.2)(8.594)}=6.45\times10^{-4}\ \text{eV/Å}^3=103\ \text{MPa}.
\]

The slope \(w_c/\zeta_c=0.10\) is small, as assumed. Minimising over both lengths numerically at other variances gives:

| \(v/(0.46\) Å\(^6)\) | \(\zeta_c\) (Å) | \(\Delta E_b\) (eV) | \(\tau_0\) (MPa) |
|---|---|---|---|
| 1/8 | 174 | 0.38 | 26 |
| 1 | 87 | 0.77 | 103 |
| 8 | 44 | 1.54 | 413 |

Within these approximations, each factor of eight in \(v\) doubles the barrier and quadruples the stress; (h) gives the size of the corrections.

**(g) Do the exponents depend on the closures?**

*Solution.* Consider the line itself, without dividing it into segments:

\[
E=\int dz\Big[\frac\Gamma2\Big(\frac{dx}{dz}\Big)^2+\sqrt v\,g(x,z)-\tau b\,x\Big].
\]

Here \(g\) is taken to be Gaussian and uncorrelated along \(z\), an approximation whose limits are given in (h), and its dependence on \(x\) is fixed by the core. Set \(z=\ell s\). Because \(\delta(\ell s)=\delta(s)/\ell\), the field \(g\) has the same statistics as \(\ell^{-1/2}\tilde g(x,s)\), with \(\tilde g\) independent of \(\ell\). Choose \(\ell\) so that \(\sqrt v\,\ell^{1/2}=q\Gamma/\ell\), where \(q\) is a constant that carries the units. Then \(\ell=(q\Gamma)^{2/3}v^{-1/3}\) and

\[
E=\frac\Gamma\ell\int ds\Big[\frac12\Big(\frac{dx}{ds}\Big)^2+q\,\tilde g-\frac{\tau b\ell^2}{\Gamma}x\Big].
\]

The integral contains \(v\) only through \(\tau b\ell^2/\Gamma\). For a line much longer than \(\ell\), depinning occurs at a fixed value of this quantity (a length, set by \(q\) and the statistics of \(\tilde g\), neither of which depends on \(v\)), so \(\tau_0\propto\Gamma/(b\ell^2)\propto v^{2/3}\). Barriers at zero stress, compared at equal scaled length, vary as \(\Gamma/\ell\propto v^{1/3}\). Within this line model the exponents therefore need neither closure.

The numerical check treats a line in a random landscape with a finite correlation length. As the landscape variance changes, the fitted exponents are as follows:

- The depinning force has exponent 0.68, against 2/3.
- The ground-state energy per length, which scales as \(\Gamma/\ell^2\), has exponent 0.667, against 2/3.
- The root-mean-square change in the minimum energy when the line's end is moved by a fixed distance has exponent 0.34, against 1/3. It is not itself a barrier, but it scales as \(\Gamma/\ell\) in the same way.

For the one landscape sampled, the closures reproduce the simulated depinning force to within about 15%. The force was located in steps of 3% and depends on the criterion for steady motion and on the sample (by 15–20% between samples of a shorter line), so neither the size nor the sign of this difference carries much weight. This does not fix their error for the alloy, whose landscape has different correlations.

**(h) When do the power laws fail?**

*Solution.* They describe a change of \(v\) alone. If composition also alters \(\mu\), \(\nu\), \(b\), \(\Gamma\) or the core, the full formulas of (b) and (e) must be used, with \(w_c\) found again from (d) if the core changes, and a plot against \(v\) need not follow a pure power.

A constant \(\Gamma\) is itself an approximation. The elastic line tension grows logarithmically with the length of the bow-out; for an edge line in isotropic elasticity it is about \(\mu b^2(1-2\nu)\ln(\zeta/r_0)/[4\pi(1-\nu)]\), with \(r_0\) a core cutoff. For \(r_0=b\) this falls from \(0.19\) to \(0.13\,\mu b^2\) between the first and last rows of the table, so \(\Gamma\) changes with \(v\) through \(\zeta_c\) and the powers are only approximate.

Short-range order correlates the misfits of different sites. The cross terms dropped in (b) then survive, and \(v\) no longer determines \(S\).

The Gaussian description needs many solutes acting on each segment, so it fails for a few strong, isolated obstacles. The continuum description along \(z\) needs \(\zeta_c\) to be well above the atomic spacing. Treating \(g\) as uncorrelated along \(z\) also needs \(\zeta_c\) to be well above the distance from the line of the solutes that contribute most to \(S\), because a solute at distance \(r\) feels a length of line of order \(r\). In the example this lowers the variance of a finite segment below \(\zeta S^2\) by 3%, 6% and 11% in the three rows of the table; minimising again gives stresses of about 25, 97 and 368 MPa, and effective exponents of 0.65 for \(\tau_0\) and 0.34 for \(\Delta E_b\). Small slopes need \(w_c\ll\zeta_c\). Since \(\zeta_c\propto v^{-1/3}\) while \(w_c\) stays fixed, these conditions on \(\zeta_c\) are less well satisfied as the misfit grows: in the last row of the table the slope has already reached 0.2.

## Values computed for the example and the checks

```
Burgers length b = 2.50 angstrom
shear modulus = 80.0 GPa, Poisson ratio = 0.30
line tension = 0.3901 eV/angstrom
partial separation = 25.0 angstrom
partial half-width = 2.50 angstrom
misfit volumes = [-0.8 -0.4  0.2  1. ] angstrom^3
misfit variance v = 0.4600 angstrom^6
atom density = 0.09051 angstrom^-3
pressure amplitude A = 15.764 GPa
optimum w = 8.594 angstrom = 3.438 b
J at optimum = 0.31629 (no unit)
S at optimum = 0.07075 eV/angstrom^0.5
S lattice sum / formula = 0.9767
S random alloys / formula = 0.9804
segment zeta = 87.21 angstrom = 34.88 b
slope w/zeta = 0.0985
pinning energy per segment = 0.6607 eV
elastic energy per incline = 0.1652 eV
closure factor sqrt2-1/4 = 1.16421
barrier = 0.7692 eV
barrier = 1.2325 x 1e-19 J
zero-temperature stress = 103.33 MPa
stress / shear modulus = 0.001292
second minimum at w = 16.8 b
its depth / main depth = 0.854
v factor, zeta (angstrom), w (angstrom), barrier (eV), stress (MPa):
  0.125 174.42 8.594 0.3846 25.83
  1.000 87.21 8.594 0.7692 103.33
  8.000 43.60 8.594 1.5385 413.30
power of v, barrier, minimised = 0.33333
power of v, stress, minimised = 0.66667
random line: strength, -energy/length, shift energy, force, closure/force (reduced units)
  0.05 0.01344 0.1455 0.01388 1.135
  0.10 0.03373 0.2323 0.03732 1.064
  0.20 0.08549 0.3764 0.09179 1.090
power of variance, energy/length = 0.6673
power of variance, shift energy = 0.3429
power of variance, depinning force = 0.6812
```
